\section*{Why MP2 dispersion is too weak for helium, too strong for benzene}

\section{What MP2 does at long range}

\textbf{Q.} My MP2 calculations bind stacked aromatic molecules too strongly, yet I am told that MP2 gives too little attraction between helium atoms. How can one method err in both directions?

\textbf{A.} Start with two distant closed-shell molecules, A and B, without charge or dipole. I use Hartree atomic units and real Hartree--Fock orbitals: $i,j$ occupied, $a,b$ virtual, with gaps $\Delta_{ia}=\varepsilon_a-\varepsilon_i$. The MP2 correlation energy is
\begin{equation}
E=-\sum_{ijab}\frac{(ia|jb)\,[2(ia|jb)-(ib|ja)]}{\Delta_{ia}+\Delta_{jb}} .
\end{equation}
Dispersion comes from terms with one excitation on each molecule. There $(ib|ja)$ contains products of orbitals on different molecules and vanishes exponentially with distance. The two assignments of the pairs to A and B double the rest:
\begin{equation}
E_{\rm disp}=-4\sum_{ia\in A}\sum_{jb\in B}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}} .
\end{equation}
To leading order $(ia|jb)=\sum_{\alpha\beta}\mu^\alpha_{ia}T_{\alpha\beta}\mu^\beta_{jb}$, where $\mu^\alpha_{ia}$ is the matrix element of the coordinate $\alpha$. For separation $R$ along $z$, $T=\mathrm{diag}(1,1,-2)/R^3$.

\textbf{Q.} Where do polarizabilities enter?

\textbf{A.} Through the denominator. Partial fractions and $\int_0^\infty d\omega/(p^2+\omega^2)=\pi/(2p)$ give
\begin{equation}
\int_0^\infty\!\frac{d\omega}{(p^2+\omega^2)(q^2+\omega^2)}
=\frac{\pi}{2}\,\frac{1/p-1/q}{q^2-p^2}=\frac{\pi}{2pq(p+q)} .
\end{equation}
So $1/(p+q)$ is $2pq/\pi$ times this integral, and the sums over A and B separate. Each is one quarter of the uncoupled polarizability at imaginary frequency,
\begin{equation}
\alpha_u(i\omega)=4\sum_{ia}\frac{\mu_{ia}^2\Delta_{ia}}{\Delta_{ia}^2+\omega^2}.
\end{equation}
The prefactor is $-4(2/\pi)(1/4)^2=-1/(2\pi)$. For identical, parallel molecules whose polarizability is diagonal in these axes, $E_{\rm disp}=-C_6/R^6$ with
\begin{equation}
C_6^{\rm stack}=\frac1{2\pi}\int_0^\infty(\alpha_{xx}^2+\alpha_{yy}^2+4\alpha_{zz}^2)\,d\omega .
\end{equation}
Averaging both orientations independently replaces each tensor by its mean $\bar\alpha$. The weights add to six, so
\begin{equation}
C_6=\frac3\pi\int_0^\infty\bar\alpha(i\omega)^2d\omega .
\end{equation}
MP2 therefore lets the molecules polarize each other, but describes each one by independent orbital excitations. This is the dispersion part only. If the molecules have quadrupoles, as benzene, ethylene and H$_2$ do, the terms with both excitations on one molecule also change with $R$ and add a correlation correction to the quadrupole--quadrupole energy. It falls as $R^{-5}$ at fixed orientation and averages to zero over orientations. For two parallel H$_2$ molecules in the cc-pVDZ basis, the MP2 correlation interaction times $-R^6$ is 4.06, 4.32 and 4.66 at 12, 18 and 26 bohr, while $C_6^{\rm stack}$ is 3.59.

\section{What uncoupled response omits}

\textbf{Q.} What should happen inside a molecule that does not happen there?

\textbf{A.} The induced density should change the Fock operator. In a field $f$ along $x$, the electrons feel $fx$. Let the first-order density matrix of one spin have the component $-fU_{ia}$ in its virtual--occupied block and $-fV_{ia}$ in its occupied--virtual block, at frequency $\Omega$. The equation of motion $i\dot\gamma=[F,\gamma]$ gives
\begin{equation}
(\Delta-\Omega)U=\mu-g,\qquad(\Delta+\Omega)V=\mu-g',
\end{equation}
where $g$ and $g'$ come from the changed Fock operator:
\begin{equation}
g_{ia}=\sum_{jb}\{[2(ia|jb)-(ij|ab)]U_{jb}+[2(ia|jb)-(ib|ja)]V_{jb}\},
\end{equation}
and $g'$ has $U$ and $V$ interchanged. The factor 2 counts both spins in the Coulomb term; exchange acts within one spin. Define $A=\Delta+2(ia|jb)-(ij|ab)$ and $B=2(ia|jb)-(ib|ja)$, and set $\Omega=i\omega$:
\begin{equation}
(A-i\omega)U+BV=\mu,\qquad BU+(A+i\omega)V=\mu .
\end{equation}
With $u=U+V$ and $d=U-V$, the sum and difference are
\begin{equation}
(A+B)u-i\omega d=2\mu,\qquad (A-B)d-i\omega u=0 .
\end{equation}
Insert $d=i\omega(A-B)^{-1}u$ into the first. The induced dipole per unit field, for two spins, is $2\mu^Tu$, hence
\begin{equation}
\alpha_c(i\omega)=4\mu^T\!\left[(A+B)+\omega^2(A-B)^{-1}\right]^{-1}\!\mu .
\end{equation}
This is coupled, or time-dependent, Hartree--Fock. It still omits correlation within each molecule.

\textbf{Q.} Do the missing terms raise or lower the response?

\textbf{A.} They compete. The static matrix is
\begin{equation}
A+B=\Delta+4(ia|jb)-(ij|ab)-(ib|ja).
\end{equation}
The term $4(ia|jb)$ is positive semidefinite, because its quadratic form is the Coulomb self-energy of a transition density. Kept alone, it cannot raise $\alpha(i\omega)$ at any $\omega$: this is screening. The exchange terms, chiefly the electron--hole attraction $(ij|ab)$, oppose it in the static response.

A trial response shows when exchange must win. Put $M=A+B$, assumed positive definite, and $x=\Delta^{-1}\mu$. Let $D$, $S$ and $X$ be the averages over $x$ of $\Delta$, $4(ia|jb)$ and $(ij|ab)+(ib|ja)$. Since $\alpha_c(0)=4\max_y(2\mu^Ty-y^TMy)$, choosing $y=cx$ and maximizing over $c$ gives
\begin{equation}
\alpha_c(0)\ge\frac{4(\mu^Tx)^2}{x^TMx}
=\alpha_u(0)\frac{D}{D+S-X}.
\end{equation}
The last step uses $\mu^Tx=D\,x^Tx$ and $\alpha_u(0)=4D\,x^Tx$. If $X>S$, the uncoupled static response is too small. If $S>X$, this bound does not settle the sign.

\section{Helium and benzene}

\textbf{Q.} Which effect wins in helium?

\textbf{A.} Exchange. For the free atom in the aug-cc-pVTZ basis, $D=1.466$, $S=0.256$ and $X=0.609$ hartree. The uncoupled static polarizability is 0.994, so
\begin{equation}
\alpha_c(0)\ge0.994\,\frac{1.466}{1.466+0.256-0.609}\simeq1.31 .
\end{equation}
The full coupled solution gives 1.316. The dispersion coefficients, in atomic units, come from an eight-point frequency quadrature, checked to 0.2\% for the uncoupled values, so the last digit is uncertain. They are
\begin{center}
\begin{tabular}{lccc}
 & uncoupled & Coulomb only & coupled\\
helium & 1.120 & 0.873 & 1.377\\
ethylene & 322 & 180 & 290\\
benzene & 2344 & 1184 & 1724
\end{tabular}
\end{center}
For helium the uncoupled value is 19\% below the coupled one. Full configuration interaction in the same basis gives 1.468, so coupling moves $C_6$ in the right direction but not far enough. These helium values are not converged in the last digit: aug-cc-pVQZ gives 1.118, 0.872 and 1.375 for the three levels, 1.463 for full configuration interaction, and static polarizabilities of 0.997 and 1.322. MP2 dispersion is too weak here mainly because it lacks the exchange coupling that makes the atom easier to polarize; the remaining gap to 1.468 is correlation within the atom.

\textbf{Q.} And in benzene screening wins, so its uncoupled polarizability is too large?

\textbf{A.} Its $C_6$ is too large, by 36\% relative to the coupled value, but the mean static polarizability does not show it. The molecules have aug-cc-pVDZ functions on carbon, cc-pVDZ on hydrogen, and frozen carbon cores. The CC lengths are 2.63 bohr in benzene and 2.52 in ethylene; CH is 2.05 bohr, and all angles are $120^\circ$. This basis is not complete: adding diffuse functions on hydrogen raises the three ethylene coefficients by about 2\%, to 327, 184 and 296, and lowers the ratio of uncoupled to coupled from 1.111 to 1.105. The benzene values belong to the same basis and should not be read as converged to the digits shown. In the benzene plane the static value is 76.4 uncoupled and 78.7 coupled; perpendicular to it, 48.2 and 44.9. The means are
\begin{equation}
\bar\alpha_u=\frac{2(76.4)+48.2}{3}=67.0,\qquad
\bar\alpha_c=\frac{2(78.7)+44.9}{3}=67.4 .
\end{equation}
The static means nearly agree, with the uncoupled one slightly smaller. The excess in $C_6$ must therefore come from nonzero imaginary frequencies.

\textbf{Q.} Why should the uncoupled response be too large there?

\textbf{A.} In the limit of high frequency this can be proved. The proof does not reach the moderate frequencies, below about one hartree, that carry most of the benzene excess in $C_6$. As $\omega\to\infty$, $\alpha_c\to4\mu^T(A-B)\mu/\omega^2$ and $\alpha_u\to4\mu^T\Delta\mu/\omega^2$, where $A-B=\Delta-(ij|ab)+(ib|ja)$. Define $h(\mathbf r,\mathbf r')=\sum_{ia}\mu_{ia}\phi_i(\mathbf r)\phi_a(\mathbf r')$. Writing out the integrals gives
\begin{align}
\mu^T[\Delta-(A-B)]\mu
&=\iint\frac{h(\mathbf r,\mathbf r')^2-h(\mathbf r,\mathbf r')h(\mathbf r',\mathbf r)}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'\nonumber\\
&=\frac12\iint\frac{[h(\mathbf r,\mathbf r')-h(\mathbf r',\mathbf r)]^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'>0 .
\end{align}
The second line averages the first with its copy under $\mathbf r\leftrightarrow\mathbf r'$. The integral is nonzero because $h$ joins occupied to virtual orbitals, which are orthogonal, and so cannot be symmetric. The uncoupled tail is thus too high for every closed-shell system with a dipole response, helium included. In this tail the fault is missing exchange: Coulomb coupling alone leaves $A-B=\Delta$ and does not change the leading term.

\textbf{Q.} Then is screening still the reason for the excess in benzene?

\textbf{A.} For the integrated coefficient, yes, if the couplings are added in the order of the table. Coulomb coupling lowers $C_6$ by $2344-1184=1160$; exchange then restores $1724-1184=540$, or 47\% of the loss. This gain is a net figure: exchange raises the response at low frequency and lowers it at high frequency. In helium the loss is 0.247 and the gain 0.504, about twice as much. The opposite signs of the MP2 error follow from this difference in balance. That exchange is relatively weaker in benzene because its orbitals are more spread out is a plausible conjecture, which these numbers do not isolate.

\textbf{Q.} Are the $\pi$ electrons responsible?

\textbf{A.} The $\pi\to\pi^*$ excitations, between orbitals odd under reflection in the molecular plane, matter, but they are not the whole cause: much of the excess comes from their coupling to the $\sigma\to\sigma^*$ excitations, and part from the perpendicular response. The test below keeps the $\pi\to\sigma^*$ and $\sigma\to\pi^*$ excitations, which give the perpendicular response. With the $\pi\to\pi^*$ excitations removed, the uncoupled and coupled $C_6$ are 1013 and 960, and the excess falls from 36\% to 6\%. This small remainder hides errors of opposite sign. The $\sigma\to\sigma^*$ set alone gives 369 uncoupled and 435 coupled, 15\% too small, while the perpendicular set alone gives 160 and 103, about 55\% too large. In the full molecule, coupling only the perpendicular response lowers $C_6$ from 2344 to 2111. Yet with $\pi\to\pi^*$ excitations alone, the static in-plane polarizability rises on coupling, from 42.7 to 45.3. The in-plane static response shows no excess in the full molecule either, so this static rise does not decide the matter for $C_6$: taken alone, with the perpendicular response also left out, the $\pi\to\pi^*$ set gives 294 uncoupled and 226 coupled, an excess of 30\%. With $\sigma\to\sigma^*$ alone the static in-plane polarizability rises from 33.7 to 44.7. The separate coupled values add to 90.0, whereas the full coupled value is 78.7. Coupling between the two sets therefore lowers the static in-plane response by 11.3. In $C_6$, switching off this coupling alone raises the coupled value from 1724 to 2067, which is 343 of the excess of $2344-1724=620$. Removing the $\pi\to\pi^*$ set removes that mutual effect too, so the fall in the excess cannot be assigned to $\pi$ electrons in isolation.

\textbf{Q.} Does any $\pi$ bond suffice?

\textbf{A.} One $\pi$ bond does not ensure a large error. In ethylene the excess is 11\%, although the uncoupled static polarizability is too small along all three axes. Exchange restores $290-180=110$ of the $322-180=142$ lost to Coulomb coupling, or 77\%. Ethylene lies between helium and benzene.

\textbf{Q.} Can I carry this over to my stacked dimers?

\textbf{A.} The stacked orientation does not remove the error. For parallel benzene molecules $C_6^{\rm stack}$ is 1921 uncoupled and 1358 coupled, an excess of 41.5\% over the coupled value. That is not the error in the binding energy. At contact the dipole expansion fails, and electrostatics, exchange repulsion and basis-set error also matter. An excessive dispersion attraction favours overbinding, but the size of the effect at the minimum needs a calculation there. The coupled benzene value is itself a reference without correlation inside the molecule.

In other units, the uncoupled and coupled isotropic $C_6$ are 0.669 and 0.823 eV\,\AA$^6$ for helium, and about 1400 and 1030 eV\,\AA$^6$ for benzene. The numerical check compares the MP2 formula with a direct MP2 calculation on two distant beryllium atoms, and the stacked formula with an explicit orbital sum for two hydrogen molecules.

\section*{Computed results}
\begin{verbatim}
Bond lengths (bohr): ethylene CC 2.52, benzene CC 2.63, both CH 2.05
Be pair at 20 bohr: C6 (a.u.) from MP2 199.204, from uncoupled response 199.201
H2 pair at 200 bohr: stacked C6 (a.u.) from sum 8.2813, from response 8.2805
Ethylene static alpha_xx (a.u.): response 35.951, finite field 35.950
Ethylene alpha_xx at i*0.5 (a.u.): reduced 15.870, unreduced 15.870
Ethylene frozen-core change of mean alpha: -0.017 %
helium uncoupled static alpha xx, yy, zz (a.u.): 0.994, 0.994, 0.994
helium Coulomb-only static alpha xx, yy, zz (a.u.): 0.854, 0.854, 0.854
helium coupled static alpha xx, yy, zz (a.u.): 1.316, 1.316, 1.316
helium axis z: D, S, X (hartree): 1.4655, 0.2557, 0.6093
helium C6 uncoupled, Coulomb-only, coupled (a.u.): 1.120, 0.873, 1.377
helium uncoupled/coupled C6 ratio: 0.814
ethylene uncoupled static alpha xx, yy, zz (a.u.): 29.136, 20.744, 20.136
ethylene Coulomb-only static alpha xx, yy, zz (a.u.): 19.347, 14.603, 14.101
ethylene coupled static alpha xx, yy, zz (a.u.): 35.945, 23.791, 22.042
ethylene axis x: D, S, X (hartree): 0.6593, 0.4121, 0.4521
ethylene axis y: D, S, X (hartree): 0.8804, 0.4023, 0.4697
ethylene axis z: D, S, X (hartree): 0.7579, 0.3606, 0.3766
ethylene C6 uncoupled, Coulomb-only, coupled (a.u.): 322.048, 180.356, 289.764
ethylene uncoupled/coupled C6 ratio: 1.111
ethylene stacked C6 uncoupled, coupled (a.u.): 287.60, 249.76; ratio 1.151
benzene uncoupled static alpha xx, yy, zz (a.u.): 76.360, 76.360, 48.192
benzene Coulomb-only static alpha xx, yy, zz (a.u.): 48.570, 48.570, 30.397
benzene coupled static alpha xx, yy, zz (a.u.): 78.699, 78.699, 44.865
benzene axis x: D, S, X (hartree): 0.6104, 0.4164, 0.3516
benzene axis z: D, S, X (hartree): 0.7726, 0.5040, 0.3750
benzene C6 uncoupled, Coulomb-only, coupled (a.u.): 2343.675, 1184.308, 1723.594
benzene uncoupled/coupled C6 ratio: 1.360
benzene stacked C6 uncoupled, coupled (a.u.): 1920.91, 1357.50; ratio 1.415
helium full-CI static alpha (a.u.): 1.3793
helium full-CI C6 (a.u.): 1.4681
benzene pi-pi* only, static alpha_xx uncoupled, coupled (a.u.): 42.683, 45.307
benzene pi-pi* only, D, S, X (hartree): 0.4766, 0.2945, 0.2988
benzene sigma-sigma* only, static alpha_xx uncoupled, coupled (a.u.): 33.677, 44.670
benzene sigma-sigma* only, D, S, X (hartree): 0.9476, 0.2672, 0.4779
benzene C6 without pi-pi*, uncoupled, coupled (a.u.): 1013.15, 959.75; ratio 1.056
helium C6 uncoupled, coupled (eV angstrom^6): 0.6693, 0.8227
benzene C6 uncoupled, coupled (eV angstrom^6): 1400, 1030
\end{verbatim}
